# Why the coating front in a narrow pore keeps its width

If the coating of a deep pore is pictured as ordinary diffusion, the boundary between coated and bare wall should blur as it moves inward, with a width that grows as the square root of the exposure. A measured coverage profile is then misread: its width is put down to dosing time or pressure, and a longer pulse is expected to smear it further. In the regime treated here the exposure moves the front without widening it. The width measures something else, the probability that a molecule sticks when it hits the bare wall.

Consider a long, straight cylindrical pore of diameter $d$, open at $x=0$ to a precursor gas of constant density $n_0$. The wall carries $N_s$ adsorption sites per unit area, of which a fraction $\theta(x,t)$ is filled. A molecule striking the wall sticks with probability $s_0(1-\theta)$ and otherwise leaves in a random direction. This is irreversible Langmuir adsorption: nothing desorbs, and a full wall takes up nothing more. One such self-limiting half-reaction is followed from a bare wall. The film is much thinner than $d$, the mean free path in the gas is much longer than $d$, so that molecules collide with the wall and not with each other, and the far end of the pore lies well beyond the front.

Two quantities are needed from kinetic theory: how often molecules hit the wall, and how fast they spread along the pore. In a gas of density $n$ and mean speed $\bar v$ with isotropic velocities, half of the molecules move towards a given surface. With $\mu$ the cosine of the angle to the normal, the impingement rate per area is

$$J=\frac{n\bar v}{2}\int_0^1\mu\,d\mu=\frac{n\bar v}{4}.$$

For the spreading, follow one flight from wall to wall. Let $\alpha$ be the angle between the flight and the pore axis, and $\varphi$ the angle, seen in the cross-section, between the flight and the inward normal. The component of the direction along the normal is $\sin\alpha\cos\varphi$. Diffuse re-emission follows the cosine law, so the probability of a direction is

$$dP=\frac1\pi\,\sin^2\!\alpha\,\cos\varphi\;d\alpha\,d\varphi,\qquad 0<\alpha<\pi,\quad -\tfrac{\pi}{2}<\varphi<\tfrac{\pi}{2},$$

where one factor $\sin\alpha$ comes from the cosine law and the other from the solid angle. The integrals over $\alpha$ and $\varphi$ are $\pi/2$ and $2$, so the total is one. In the cross-section the flight is a chord of length $d\cos\varphi$. Its full length is therefore $\ell=d\cos\varphi/\sin\alpha$ and its axial displacement is $z=d\cos\varphi\cot\alpha$. The averages are

$$\langle\ell\rangle=\frac d\pi\int_0^\pi\!\sin\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^2\!\varphi\,d\varphi=\frac d\pi\cdot2\cdot\frac\pi2=d,$$

$$\langle z^2\rangle=\frac{d^2}{\pi}\int_0^\pi\!\cos^2\!\alpha\,d\alpha\int_{-\pi/2}^{\pi/2}\!\cos^3\!\varphi\,d\varphi=\frac{d^2}{\pi}\cdot\frac\pi2\cdot\frac43=\frac{2d^2}{3}.$$

Molecules leaving the wall have the speed distribution of those arriving, which is the gas distribution weighted by $v/\bar v$. Under this weighting the mean of $1/v$ is $1/\bar v$. Speed and direction are independent, so the mean time of a flight is $d/\bar v$. Successive axial steps are independent and have zero mean, so their variances add. After a time $t$ there have been about $t\bar v/d$ steps, and the variance $\langle z^2\rangle\,t\bar v/d$ must equal $2Dt$. This gives the Knudsen diffusion coefficient

$$D=\frac{\langle z^2\rangle\,\bar v}{2d}=\frac{d\,\bar v}{3}.$$

Now balance the molecules in a slice of length $dx$. Its volume is $\pi d^2dx/4$ and its wall area $\pi d\,dx$, so the loss per volume is $4/d$ times the loss per area:

$$\frac{\partial n}{\partial t}=D\frac{\partial^2 n}{\partial x^2}-\frac{s_0\bar v}{d}(1-\theta)\,n .$$

The same adsorbed molecules fill the sites,

$$N_s\frac{\partial\theta}{\partial t}=\frac{s_0\bar v}{4}(1-\theta)\,n .$$

The gas stored in the pore must be compared with what the wall can take. At the mouth density the ratio of the two is

$$\beta=\frac{n_0\,\pi d^2/4}{N_s\,\pi d}=\frac{n_0d}{4N_s}.$$

For $\beta\ll1$ the term $\partial n/\partial t$ may be dropped; its effect is estimated below. Dividing the gas balance by $s_0\bar v/d$ leaves

$$\lambda^2\frac{\partial^2 n}{\partial x^2}=(1-\theta)\,n,\qquad \lambda^2=\frac{dD}{s_0\bar v}=\frac{d^2}{3s_0}.$$

Where the wall is bare, the solution that stays finite falls as $e^{-x/\lambda}$. The length $\lambda=d/\sqrt{3s_0}$ has a direct meaning. A molecule in the bare region makes on average $1/s_0$ wall hits before it sticks, and the sum of that many steps has variance $2d^2/(3s_0)=2\lambda^2$. The root in $\sqrt{s_0}$ is that of a random walk: four times as many hits carry a molecule only twice as far.

This gives a length scale but not yet a front, because $\theta$ changes in time and couples the two balances. The coupling can be removed by integrating over time. Define the local dose

$$\Phi(x,t)=\frac{s_0\bar v}{4N_s}\int_0^t n(x,t')\,dt' .$$

The site balance reads $\partial\theta/\partial t=(1-\theta)\,\partial\Phi/\partial t$, and with a wall that starts bare it integrates to

$$\theta=1-e^{-\Phi}.$$

Next integrate the gas balance from $0$ to $t$. By the site balance, the right-hand side becomes $\int(1-\theta)n\,dt'=4N_s\theta/(s_0\bar v)$. Multiplying both sides by $s_0\bar v/(4N_s)$ turns the integral of $n$ on the left into $\Phi$, so that

$$\lambda^2\frac{\partial^2\Phi}{\partial x^2}=1-e^{-\Phi}.$$

Time has disappeared from the equation. It enters through the value at the mouth alone, $\Phi_0=s_0J_0t/N_s$, where $J_0=n_0\bar v/4$. Multiply by $\partial\Phi/\partial x$ and integrate from far inside the pore, where $\Phi$ and its slope vanish:

$$\frac{\lambda^2}{2}\left(\frac{\partial\Phi}{\partial x}\right)^2=\Phi-1+e^{-\Phi}.$$

The constant is fixed because the right-hand side is zero at $\Phi=0$. Since the dose falls inward, the negative root applies:

$$\frac{\partial\Phi}{\partial x}=-\frac1\lambda\sqrt{2\left(\Phi-1+e^{-\Phi}\right)} .$$

The slope at a given dose, and hence at a given coverage, does not depend on time. Profiles taken at different exposures are therefore pieces of one curve, shifted along the pore. Within this model that holds from the start of the exposure and is not a late-time approximation; a longer exposure merely brings more of the curve into the pore.

The reason the front does not blur is the depletion of gas at the bare wall. A molecule that runs ahead of the front finds free sites and is removed within a few $\lambda$, while one that lags behind finds a full wall and travels on. Adsorption keeps restoring the profile that diffusion would spread.

The distance between 90 % and 10 % coverage follows by integrating $dx=-d\Phi/|\partial\Phi/\partial x|$ between the corresponding doses, $\Phi=-\ln0.1$ and $\Phi=-\ln0.9$:

$$W=\lambda\int_{-\ln0.9}^{-\ln0.1}\frac{d\Phi}{\sqrt{2(\Phi-1+e^{-\Phi})}}=3.447\,\lambda .$$

Inserting $\lambda=d/\sqrt{3s_0}$ gives the front width

$$\boxed{W=C\,\frac{d}{\sqrt{s_0}},\qquad C=\frac{3.447}{\sqrt3}=1.990}$$

This width is defined once the mouth itself has passed 90 % coverage, that is, for $\Phi_0>\ln10$. Another measure uses the slope at half coverage. There $e^{-\Phi}=1/2$ and $\Phi=\ln2$, so

$$\left|\frac{\partial\theta}{\partial x}\right|=e^{-\Phi}\left|\frac{\partial\Phi}{\partial x}\right|=\frac{\sqrt{2\ln2-1}}{2\lambda}.$$

Its inverse is $3.218\,\lambda=1.858\,d/\sqrt{s_0}$. The choice of definition changes the coefficient by about 7 % and leaves the scaling as it is. If a measured profile reflects the coverage left by this half-reaction alone, either form can be turned round to find the sticking probability; from the 10–90 % width,

$$s_0=C^2\left(\frac dW\right)^2=3.96\left(\frac dW\right)^2 .$$

Because $W$ enters squared, a small relative error in the width becomes twice as large in $s_0$.

The depth $X$ of half coverage behaves differently. It is the distance over which the dose falls from $\Phi_0$ to $\ln2$,

$$X=\lambda\int_{\ln2}^{\Phi_0}\frac{d\Phi}{\sqrt{2(\Phi-1+e^{-\Phi})}} .$$

For large $\Phi$ the integrand tends to $1/\sqrt{2\Phi}$, and the difference between the two falls off as $\Phi^{-3/2}$, so it adds only a finite multiple of $\lambda$. The leading term is

$$X\simeq\lambda\sqrt{2\Phi_0}=\frac{d}{\sqrt{3s_0}}\sqrt{\frac{2s_0J_0t}{N_s}}=d\sqrt{\frac{2J_0t}{3N_s}} .$$

The sticking probability cancels. The supply through the coated section limits the advance, and almost every molecule that reaches the front is used there, whether it sticks soon or late. This is the diffusion-limited regime, $X\gg\lambda$. The opposite limit is a small dose, $\Phi_0\ll1$. Then $1-e^{-\Phi}\simeq\Phi$ and the coverage is $\theta\simeq\Phi_0e^{-x/\lambda}$. No front exists yet, but the decay length is already the one that will set its width.

The neglected gas storage can now be put back. Integrating the full gas balance over time adds the stored density, and the same multiplications as before give

$$\lambda^2\frac{\partial^2\Phi}{\partial x^2}=1-e^{-\Phi}+\beta\,\frac{n}{n_0},\qquad \frac{n}{n_0}=\frac{\partial\Phi}{\partial\Phi_0}.$$

The second relation holds because $\Phi$ and $\Phi_0$ grow in proportion to $n$ and $n_0$. A front at $X\simeq\lambda\sqrt{2\Phi_0}$ advances by $dX/d\Phi_0\simeq\lambda^2/X$ per unit of mouth dose. Ahead of it, where $\Phi\ll1$, try $\Phi\propto e^{-\kappa(x-X)}$. Then $\partial\Phi/\partial\Phi_0=\kappa(\lambda^2/X)\Phi$, and

$$(\kappa\lambda)^2=1+\beta\frac{\lambda}{X}\,\kappa\lambda,\qquad \kappa\lambda\simeq1+\frac{\beta\lambda}{2X}.$$

Stored gas steepens the front, by a relative amount $\beta\lambda/(2X)$ in its leading edge. With $X\simeq10\,\lambda$, the depth without storage at $\Phi_0=50$, this is about 5 % for $\beta=1$; the figure is rough, because that much stored gas also slows the front. Numerical solution of the time-dependent equations at that dose gives $W=3.27\,\lambda$ for $\beta=1$, which is 5 % below the value without storage, and $3.45\,\lambda$ for $\beta=0.01$.

A stricter question is whether diffusion may be used at all. It describes many short steps, so it needs $\lambda\gg d$, that is, $s_0\ll1$. The description can be tested against free-molecular transport, in which no diffusion coefficient appears. Let $J(x)$ be the impingement rate on the wall, $a(x)$ the probability that a flight from a wall point at depth $x$ leaves through the mouth, which by reciprocity also gives the supply from outside, and $k(z)$ the probability density of axial displacement in one flight. Then

$$J(x)=J_0\,a(x)+\int k(x-x')\left[1-s_0(1-\theta(x'))\right]J(x')\,dx' ,$$

and the coverage grows by $N_s\,\partial\theta/\partial t=s_0(1-\theta)J$. Followed numerically to a mouth dose of 50, this model gives $W\simeq45\,d$ for $s_0=0.002$, about 1 % above the law. The excess over the law is 2 % for $s_0=0.008$ and 4 % for $s_0=0.032$. For $s_0=0.002$ the front was also recorded earlier: between depths of $84\,d$ and $123\,d$ its width changed by less than 1 %. At $s_0=1$, where $\lambda$ is shorter than the pore diameter, the front at this dose is 14 % wider than the law predicts, and it still widens with further exposure, though ever more slowly. A width that is fixed from the start, with the coefficient $C$, is a result for $s_0\ll1$.

The profile far ahead of the front is more sensitive. Diffusion theory gives $\theta=0.0019$ at a distance $6\lambda$ beyond half coverage. The free-molecular model gives $0.025$ for $s_0=1$, and even for $s_0=0.002$ it gives a little over $0.003$, well above the exponential. Long flights nearly parallel to the axis account for much of this. A flight passes a large distance $z$ if $\alpha<d\cos\varphi/z$, so the probability of passing it on one side is

$$\frac1\pi\int_{-\pi/2}^{\pi/2}\!\cos\varphi\,\frac{(d\cos\varphi)^3}{3z^3}\,d\varphi=\frac{1}{3\pi}\,\frac{d^3}{z^3}\cdot\frac{3\pi}{8}=\frac{d^3}{8z^3},$$

and its density is $k(z)\simeq3d^3/(8z^4)$. This is a power law, which must in the end exceed any exponential.

To estimate its effect, note that a saturated wall at distance $y$ behind the front has received $\Phi/s_0\simeq y^2/(2\lambda^2s_0)=3y^2/(2d^2)$ hits per site, and has re-emitted them all. Those that land at distance $x$ ahead stick near there when $x\gg\lambda$. The coated section of length $X$ contributes

$$\int_0^X\frac{3y^2}{2d^2}\,\frac{3d^3}{8(x+y)^4}\,dy=\frac{3d}{16x}\left(\frac{X}{x+X}\right)^3 ,$$

since $\int_0^X y^2(x+y)^{-4}dy=X^3/[3x(x+X)^3]$. The gas outside acts like a continued tube with the constant value $3X^2/(2d^2)$ and adds $3dX^2/[16(x+X)^3]$. The sum is

$$\theta_{\rm direct}\simeq\frac{3d}{16x}\left(\frac{X}{x+X}\right)^2 .$$

With $s_0=0.002$, $x=6\lambda=77\,d$ and $X=123\,d$ this is $0.0009$, against an actual excess of $0.0013$ to $0.0014$, the last digit depending on the numerical grid. The estimate has the right size but does not account for all of it. A sticking probability should therefore be read from the main part of the front, not from the decay of its faint leading edge.

As a numerical case take round model parameters: $d=100$ nm, $s_0=0.002$, $N_s=4$ nm$^{-2}$, and a precursor of molar mass 200 g/mol at 500 K and 10 Pa, dosed for 1 s. The mean speed $\sqrt{8k_BT/(\pi m)}$, with $m$ the molecular mass, is 230 m/s, and the density $p/(k_BT)$ is $1.449\times10^{21}$ m$^{-3}$. The impingement rate at the mouth is

$$J_0=\frac{1.449\times10^{21}\times230.1}{4}=8.33\times10^{22}\ \text{m}^{-2}\,\text{s}^{-1}.$$

In 1 s each site at the mouth is hit $8.33\times10^{22}/(4\times10^{18})\simeq20\,830$ times, so $\Phi_0=0.002\times20\,830=41.7$. The assumptions hold comfortably: for a collision diameter of 0.6 nm the mean free path is 432 µm, thousands of pore diameters, and $\beta$ is $9\times10^{-6}$.

The decay length and the front width are

$$\lambda=\frac{100\ \text{nm}}{\sqrt{0.006}}=1.29\ \text{µm},\qquad W=1.990\times\frac{100\ \text{nm}}{\sqrt{0.002}}=4.45\ \text{µm}.$$

The leading term for the depth gives $100\ \text{nm}\times\sqrt{2\times20\,830/3}=11.8$ µm, and the full integral 11.4 µm. The difference, about $0.3\,\lambda$, comes from the correction to the leading term found above; it shrinks slowly with dose and tends to $0.16\,\lambda$. The front is thus some 45 pore diameters wide and its centre lies 114 diameters deep: a gradual transition on the scale of the pore opening, though narrower than the distance travelled. These depths are those of diffusion theory with $n=n_0$ imposed at the mouth; the free-molecular front lies about two diameters shallower.

Quadrupling the exposure moves the centre to 23.3 µm, about twice as deep, and leaves the width at 4.45 µm. Quadrupling $s_0$ instead halves the width to 2.23 µm, while the leading term of the depth stays the same. To reach further into the pore one must raise the exposure; a more reactive precursor sharpens the edge of the coating but hardly moves it. The numerical output lists these values together with those of the free-molecular fronts.

The law fails when its mechanism does. If molecules desorb, the local dose no longer fixes the coverage and the time integration breaks down. If they are lost on sites that are already coated, with probability $r$ per hit, the dose still fixes the coverage, but the right-hand side of the dose equation gains the term $(r/s_0)\int_0^\Phi(1-e^{-\Phi'})\,d\Phi'=(r/s_0)(\Phi-1+e^{-\Phi})$, and the width then depends on $r/s_0$ as well. If the front comes within a few $\lambda$ of a closed end, the slope of $\Phi$ must vanish there at a finite dose, and the integration constant changes. If the mean free path becomes comparable with $d$, collisions in the gas alter $D$, and $\lambda=\sqrt{dD/(s_0\bar v)}$ is no longer simply proportional to the diameter.

## Numbers as computed

```
FLIGHTS AND DIFFUSION
mean flight length, rays: 0.9996 d
fraction of flights beyond +d, rays: 0.0606
fraction of flights beyond +d, formula: 0.0607
mean square axial step, quadrature: 0.66667 d^2
test tube length: 240 d
transmission, free-molecular: 0.005447
transmission, diffusion: 0.005556
UNIVERSAL FRONT
10-90 % width: 3.4474 lambda
10-90 % width coefficient C: 1.9904 (d/sqrt(s0))
C squared, for s0 = C^2 (d/W)^2: 3.962
inverse half-coverage slope: 3.2179 lambda
inverse slope coefficient: 1.8578 (d/sqrt(s0))
width with stored gas, beta=0.01: 3.4474 lambda
width with stored gas, beta=1: 3.2736 lambda
FREE-MOLECULAR FRONTS (mouth dose 50)
s0=0.002: width 44.782 d, ratio to law 1.0062
s0=0.008: width 22.693 d, ratio to law 1.0198
s0=0.032: width 11.554 d, ratio to law 1.0384
s0=1: width 2.263 d, ratio to law 1.1371
width exponent in s0, 0.002 to 0.008: -0.4904
s0=0.002 earlier: depth 84.4 d, width 44.669 d
s0=0.002 final half-coverage depth: 123.4 d
same depth from diffusion theory: 125.7 d
coverage 6 lambda ahead, diffusion theory: 0.00193
coverage 6 lambda ahead, s0=0.002: 0.00319
coverage 6 lambda ahead, s0=1: 0.02482
WORKED EXAMPLE
pore diameter: 100 nm; sticking s0: 0.002
temperature: 500 K; pressure: 10 Pa
molar mass: 200 g/mol; exposure: 1 s
site density: 4 nm^-2; collision diameter: 0.6 nm
mean speed: 230.1 m/s
gas density at mouth: 1.449e+21 m^-3
impingement rate at mouth: 8.332e+22 m^-2 s^-1
Knudsen diffusion coefficient: 7.669e-06 m^2/s
mean free path: 432 um
stored-gas ratio beta: 9.05e-06
impingements per site at mouth: 20830
mouth dose Phi0: 41.66
lambda: 1.291 um
10-90 % front width: 4.451 um
half-coverage depth: 11.43 um
leading-term depth: 11.78 um
half-coverage depth, exposure x4: 23.29 um
front width, s0 x4: 2.225 um
```
